\section*{Rydberg pair forces, Förster resonance and the blockade radius}

\section*{Problem}

Two identical one-electron atoms are both in the state $ns$, with nuclei a distance $R$ apart on the $z$ axis. The level energies are
\[
E_{nl}=-\frac{\mathrm{Ry}}{(n-\delta_l)^2},
\]
where $\mathrm{Ry}$ is the Rydberg energy and $\delta_l$ is a quantum defect independent of $n$. Spin is left out.

(a) How does the coefficient $C_6$ in the pair shift $U=-C_6/R^6$ grow with $n$?

(b) What replaces this law when the pair $np,(n-1)p$ has nearly the same energy as $ns,ns$?

(c) A resonant laser drives $g\leftrightarrow ns$ in each atom with Rabi frequency $\Omega/2\pi=1$ MHz. Within what distance does the pair shift prevent double excitation?

Use two model atoms with $\delta_s=0.7$ and $\delta_d=0$. Atom A has $\delta_p=0.3$ and atom B has $\delta_p=0.194$.

\section*{The model and the second-order shift}

The stated levels belong to the radial equation
\[
-\frac{\hbar^2}{2m}u''+\left[\frac{\hbar^2\lambda_l(\lambda_l+1)}{2mr^2}-\frac{e^2}{4\pi\varepsilon_0 r}\right]u=Eu .
\]
It is the hydrogen equation with $l$ replaced by $\lambda_l$, so $E=-\mathrm{Ry}/(k+\lambda_l+1)^2$ with $k=0,1,\dots$ radial nodes. The choice $\lambda_s=1-\delta_s$, $\lambda_p=1-\delta_p$, $k=n-2$ gives the required $s$ and $p$ levels; $\lambda_d=2-\delta_d$, $k=n-3$ gives the $d$ levels. The functions $u$ are a power times an exponential times a Laguerre polynomial, and the dipole integrals below are quadratures over them.

For charge clouds that do not overlap, and for $R$ far below the transition wavelengths, the leading coupling is
\[
\hat V=\frac{e^2}{4\pi\varepsilon_0R^3}\,(x_1x_2+y_1y_2-2z_1z_2).
\]
Its mean value in $ns,ns$ vanishes by parity. Let $r_a=\int u_a\,r\,u_{ns}\,dr$ be the radial integral from $ns$ to level $a$ of the $p$ series. With real orbitals $p_x,p_y,p_z$, each Cartesian dipole element is $r_a/\sqrt3$, because the mean of $\cos^2\theta$ over a sphere is $1/3$. The squared matrix elements to the pair $a,b$, summed over orientations, are therefore
\[
\left(\frac{e^2}{4\pi\varepsilon_0R^3}\right)^2\frac{r_a^2r_b^2}{9}\,(1+1+4)
=\frac23\left(\frac{e^2}{4\pi\varepsilon_0R^3}\right)^2r_a^2r_b^2 .
\]
Second-order perturbation theory gives $U=-\sum|V|^2/(E_a+E_b-2E_{ns})$, so
\begin{equation}
C_6=\frac23\left(\frac{e^2}{4\pi\varepsilon_0}\right)^2\sum_{a,b}\frac{r_a^2r_b^2}{E_a+E_b-2E_{ns}} .
\label{c6}
\end{equation}
Positive $C_6$ means attraction. The sum runs over ordered pairs. The formula requires the couplings to be small compared with the energy denominators.

\section*{(a) The power of $n$}

Put $\nu=n-\delta_s$, and let $\nu+s$ be the effective quantum number of a $p$ level. With $x=\delta_s-\delta_p$, the $p$ levels have $s_j=x+j$ for integer $j$.

\paragraph{Dipole integrals.} For $\nu\gg1$ and $|s|,\lambda_l\ll\nu$, use the semiclassical function
\[
u\simeq\sqrt{\frac{2\omega}{\pi v}}\cos\left(\frac{\Phi}{\hbar}-\frac{\pi}{4}\right),\qquad \Phi=\int_r^{r_+}mv\,dr',
\]
where $v$ is the classical speed, $r_+$ the outer turning point and $\omega=2\,\mathrm{Ry}/(\hbar\nu^3)$ the orbital frequency. In a product of two such functions the rapidly varying cosine averages out and half the cosine of the phase difference remains. Since $\partial(mv)/\partial E=1/v$, that difference is $(E'-E)t/\hbar=s\omega t$, where $t$ is the time since the outer turning point. With $dt=|dr|/v$,
\[
|r(s)|\simeq\left|\frac{\omega}{\pi}\int_0^{\pi/\omega}r(t)\cos(s\omega t)\,dt\right| .
\]
For low angular momentum the orbit is nearly a straight line. Write $r=a(1+\cos\eta)$ with $a=a_0\nu^2$. Energy conservation, with $\omega^2a^3=e^2/(4\pi\varepsilon_0m)$, gives
\[
v^2=\omega^2a^2\left(\frac{2a}{r}-1\right)=\omega^2a^2\,\frac{1-\cos\eta}{1+\cos\eta},
\qquad v=\frac{\omega a\sin\eta}{1+\cos\eta}.
\]
Hence $\omega\,dt=\omega a\sin\eta\,d\eta/v=(1+\cos\eta)\,d\eta$, so $\omega t=\eta+\sin\eta$ and
\begin{equation}
|r(s)|\simeq a_0\nu^2|g(s)|,\quad
g(s)=\frac1\pi\int_0^\pi(1+\cos\eta)^2\cos[s(\eta+\sin\eta)]\,d\eta .
\label{g}
\end{equation}
At fixed $s$ with $g(s)\neq0$, the dipole integral grows as $\nu^2$, like the size of the orbit.

\paragraph{Energy denominators.} Expanding $-\mathrm{Ry}/(\nu+s)^2$ to second order in $s/\nu$ gives
\begin{equation}
E_a+E_b-2E_{ns}=\mathrm{Ry}\left[\frac{2(s_a+s_b)}{\nu^3}-\frac{3(s_a^2+s_b^2)}{\nu^4}+\dots\right].
\label{den}
\end{equation}
If $2x$ is not an integer, $s_a+s_b$ never vanishes and the first term leads. Insert \eqref{g} and \eqref{den} in \eqref{c6}. With the Hartree energy $E_h=2\,\mathrm{Ry}$ and $(e^2/4\pi\varepsilon_0)^2=E_h^2a_0^2$,
\begin{equation}
C_6\to K(x)\,E_ha_0^6\,\nu^{11},\qquad
K=\frac23\sum_{j,k}\frac{g(s_j)^2g(s_k)^2}{s_j+s_k}.
\label{law}
\end{equation}
Four dipole integrals supply $\nu^8$ and the denominator supplies $\nu^3$. Because $\nu/n\to1$, the power of $n$ is also 11 in the limit. The law requires $K(x)\neq0$. Pairs above and below $ns,ns$ contribute with opposite signs, and near $x=0.2916$, for example, they cancel in $K$, and the next order, $\nu^{10}$, leads.

\paragraph{Numbers for atom A.} Here $x=0.4$. At $n=60$, $\nu=59.3$, the nearest pair is $np,(n-1)p$, with $s=0.4$ and $-0.6$. Quadrature gives radial integrals of $4396\,a_0$ and $3318\,a_0$. Equation \eqref{g}, with $g=1.239$ and $0.957$, reproduces their product to $0.5\%$. The pair defect $\Delta=E_{np}+E_{(n-1)p}-2E_{ns}$ follows from \eqref{den}:
\[
\frac{\Delta}{h}\simeq3.290\times10^6\ \mathrm{GHz}\left[-\frac{0.4}{59.3^3}-\frac{3(0.16+0.36)}{59.3^4}\right]=-6.73\ \mathrm{GHz}.
\]
Summing \eqref{c6} over the 24 $p$ levels from $n-12$ to $n+11$ gives
\[
C_6/h=-32.8\ \mathrm{GHz\,\mu m^6},\qquad C_6=-2.17\times10^{-59}\ \mathrm{J\,m^6}.
\]
The shift is repulsive because the nearest pair, which lies below $ns,ns$, dominates the sum. That pair alone would give $-40.1\ \mathrm{GHz\,\mu m^6}$; the others together have the opposite sign.

The same sum at neighbouring $n$ gives the local exponent $d\ln|C_6|/d\ln\nu$. It is $11.13$ near $n=51$ and $11.06$ near $n=102$. The excess halves when $\nu$ doubles, as a correction of relative order $1/\nu$ should, and removing it by linear extrapolation in $1/\nu$ gives $11.00$. The prefactor is $K=-7.92$ from \eqref{law}. At $n=60$ the ratio $C_6/(E_ha_0^6\nu^{11})$ is $-7.12$, so the power law with its limiting prefactor is still about $10\%$ off there.

\paragraph{The case $x=1/2$.} Now $s=\pm\frac12$ for the nearest pair and the first term of \eqref{den} vanishes, leaving $\Delta\simeq-\frac32\mathrm{Ry}/\nu^4$. The values $s_j$ lie symmetrically about zero and $g$ is even, so the $\nu^{11}$ terms with $s_j+s_k\neq0$ cancel between $(s_j,s_k)$ and $(-s_j,-s_k)$. The leading power is then 12. The explicit sum with $\delta_p=0.2$, extrapolated in the same way, gives $12.00$.

\section*{(b) Near a Förster resonance}

For the nearest pair $s_a+s_b=2x-1$ and $s_a^2+s_b^2=x^2+(1-x)^2$. If $x$ is slightly above $1/2$, the two terms of \eqref{den} cancel at
\[
\nu_F\simeq\frac{3[x^2+(1-x)^2]}{2(2x-1)} .
\]
For atom B, $x=0.506$ and $\nu_F=1.5002/0.024=62.5$, or $n=63.2$. The computed defect is $-1.00$ MHz at $n=63$ and $+3.98$ MHz at $n=64$, and $C_6$ changes sign between them. From $n=60$ to $63$, $|C_6|$ grows thirtyfold, where $\nu^{11}$ would give a factor $1.7$. For this atom \eqref{law} needs $\nu\gg\nu_F$, and it fails again locally near $\nu=562$, where the two terms of \eqref{den} cancel for the pair $(n+1)p,(n-2)p$.

When $C_3/R^3$ is comparable with $|\Delta|$, perturbation theory fails and the near-degenerate states must be diagonalized. The coupling takes $ns,ns$ to one normalized combination of the $np,(n-1)p$ states. Its squared strength is the orientation sum above, doubled because either atom may hold the $np$ electron:
\[
V=\frac{C_3}{R^3},\qquad C_3=\frac{e^2}{4\pi\varepsilon_0}\sqrt{\frac43}\;r_{np}\,r_{(n-1)p}.
\]
Dipole coupling between $p$ states vanishes by parity, so within this set the problem is a $2\times2$ matrix with diagonal $0,\Delta$ and off-diagonal $V$. Its eigenvalues obey $U(U-\Delta)=V^2$. The branch that starts from $ns,ns$ at large $R$ has the sign opposite to $\Delta$, hence
\begin{equation}
|U|\,(|U|+|\Delta|)=V^2,\qquad |U|=\sqrt{\frac{\Delta^2}{4}+V^2}-\frac{|\Delta|}{2}.
\label{two}
\end{equation}
For $V\ll|\Delta|$ this is $C_3^2/(|\Delta|R^6)$; for $V\gg|\Delta|$ it is $C_3/R^3$. By \eqref{g} each of the two dipole integrals in $C_3$ grows as $\nu^2$, so $C_3$ grows as $\nu^4$: close to resonance this replaces the power 11. The two forms meet at $R_c=(C_3/|\Delta|)^{1/3}$. To find the slope, differentiate \eqref{two} with respect to $\ln R$, using $dV^2/d\ln R=-6V^2$:
\[
(2|U|+|\Delta|)\frac{d|U|}{d\ln R}=-6|U|(|U|+|\Delta|)
\;\Rightarrow\;
\frac{d\ln|U|}{d\ln R}=-6\,\frac{|U|+|\Delta|}{2|U|+|\Delta|}.
\]
The slope runs smoothly from $-6$ to $-3$. At $\Delta=0$ the shifts are $\pm C_3/R^3$ at every distance where the two-channel form holds.

Atom B at $n=60$ has $\Delta/h=-20.4$ MHz and $C_3/h=17.0\ \mathrm{GHz\,\mu m^3}$, so $R_c=(17032/20.376)^{1/3}\,\mathrm{\mu m}=9.42\ \mathrm{\mu m}$. The next table compares \eqref{two} with diagonalization in a larger pair basis, built from $s$ levels $n-2$ to $n+2$ and $p$ and $d$ levels $n-3$ to $n+2$, with zero total angular momentum along $z$.

\begin{center}
\begin{tabular}{cccc}
$R$ ($\mathrm{\mu m}$) & $U/h$, \eqref{two} (MHz) & $U/h$, large basis (MHz) & slope, large basis\\
\hline
4.71 & 153.1 & 156.4 & $-3.25$\\
9.42 & 12.59 & 12.63 & $-4.35$\\
28.26 & 0.0279 & 0.0279 & $-5.99$
\end{tabular}
\end{center}

At the shortest distance the added levels change the shift by $2\%$. Closer in, $V$ approaches the spacing to other pairs and two channels no longer suffice.

The $R^{-3}$ region also needs room outside the charge clouds. Take $4\sqrt{\langle r^2\rangle}$ as the overlap limit, which is $1.18\ \mathrm{\mu m}$ for atom A at $n=60$. Its $R_c$ is $1.35\ \mathrm{\mu m}$, so for this atom at $n=60$ there is practically no such region.

\section*{(c) The blockade radius}

Let $W$ be the symmetric state with one atom excited. Each atom contributes a drive element $\hbar\Omega/2$, so both $gg\leftrightarrow W$ and $W\leftrightarrow ns,ns$ have the element $2(\hbar\Omega/2)/\sqrt2=\hbar\Omega/\sqrt2$. The laser is assumed not to act on the $p$ states. If both doubly excited eigenvalues are large compared with $\hbar\Omega$, the amplitudes $c_{ss}$ and $c_{pp}$ follow $c_W$ adiabatically:
\[
0\simeq\frac{\hbar\Omega}{\sqrt2}c_W+Vc_{pp},\qquad 0\simeq Vc_{ss}+\Delta c_{pp}.
\]
Thus $c_{pp}=-\hbar\Omega c_W/(\sqrt2V)$ and $c_{ss}=\Delta\,\hbar\Omega c_W/(\sqrt2V^2)$. The populations of $gg$ and $W$ exchange fully, so $|c_W|^2$ averages $1/2$ and the mean double excitation is
\begin{equation}
\overline{P_2}\simeq\frac{(\hbar\Omega)^2(\Delta^2+V^2)}{4V^4}.
\label{p2}
\end{equation}
For $V\ll|\Delta|$ this is $(\hbar\Omega/2U)^2$, which falls as $R^{12}$ when the atoms approach, as long as no other pair state comes near the energy of $ns,ns$. Well inside the blockade radius such states can come near it and acquire some $ns,ns$ character, and double excitation can then rise again. The scale is set by $|U|=\hbar\Omega$, taken here as the definition of the blockade radius $R_b$. Off resonance, and from \eqref{two} near resonance,
\[
R_b=\left(\frac{|C_6|}{\hbar\Omega}\right)^{1/6},\qquad
R_b=\left[\frac{C_3^2}{\hbar\Omega(\hbar\Omega+|\Delta|)}\right]^{1/6}.
\]
The first grows as $n^{11/6}$. At $\Delta=0$ the second becomes $(C_3/\hbar\Omega)^{1/3}$. For atom A at $n=60$,
\[
R_b=\left(\frac{32.786\ \mathrm{GHz\,\mu m^6}}{10^{-3}\ \mathrm{GHz}}\right)^{1/6}=5.66\ \mathrm{\mu m}.
\]
For atom B at $n=60$, $R_b=[17032^2/(1\times21.376)]^{1/6}\,\mathrm{\mu m}=15.4\ \mathrm{\mu m}$. At $n=63$ the $\Delta=0$ formula gives $27.5\ \mathrm{\mu m}$, and the remaining defect of $1.004$ MHz reduces this by $2.004^{-1/6}$ to $24.5\ \mathrm{\mu m}$.

\begin{center}
\begin{tabular}{cccc}
atom & $n$ & $C_6/h$ ($\mathrm{GHz\,\mu m^6}$) & $R_b$ ($\mathrm{\mu m}$)\\
\hline
A & 40 & $-0.336$ & 2.64\\
A & 60 & $-32.8$ & 5.66\\
A & 80 & $-824$ & 9.68\\
A & 100 & $-9.94\times10^3$ & 14.7\\
B & 60 & $-1.42\times10^4$ & 15.4\\
B & 63 & $-4.29\times10^5$ & 24.5
\end{tabular}
\end{center}

For atom A, a radius of several micrometres therefore belongs to $n$ near 60. Off resonance the sixth root weakens the dependence on both $C_6$ and $\Omega$: a tenfold change of either changes $R_b$ by a factor $1.47$. Close to resonance the radius is much larger, $24.5\ \mathrm{\mu m}$ for atom B at $n=63$. In the last row $|\Delta|\simeq\hbar\Omega$, so $R_b$ lies where the $R^{-6}$ form has already failed, and the listed $C_6$ must not be used to find it.

The radius is not a sharp wall. Without interaction the long-time mean double excitation is the average of $\sin^4(\Omega t/2)$, which is $3/8$. Diagonalizing the driven four-state problem for atom A at $n=60$ gives $0.17$ at $R_b$ and $4.1\times10^{-5}$ at $R_b/2$. These values use the nearest pair alone, which makes the shift at $R_b$ equal to $1.22\,\hbar\Omega$ and so understates the double excitation. With the larger pair basis of part (b), where the shift at $R_b$ is $\hbar\Omega$, the values are $0.22$ and $5.7\times10^{-5}$.

The static coupling is justified at these distances. The $ns$--$np$ wavelength of atom A at $n=60$ is $24$ mm, so $2\pi R_b/\lambda\simeq1.5\times10^{-3}$, and $R_b$ is almost five times the overlap limit.
